# Choosing the tolerance for an adaptive Keller–Miksis bubble integration

An air bubble of rest radius 1 µm in water is driven for four cycles at 1 MHz and 120 kPa. At a solver tolerance of $10^{-6}$ its radius, sampled at 17 times, is wrong by up to $4.9\times10^{-6}$ of the rest radius, and its energy budget fails to close by up to $1.4\times10^{-5}$ of the energy lost to viscosity and sound. At $10^{-8}$ the two figures are $7.3\times10^{-8}$ and $1.8\times10^{-7}$; at $10^{-10}$ they are $5.3\times10^{-10}$ and $1.4\times10^{-9}$. The first figure needs a reference solution. The second needs none, yet it falls at nearly the same rate.

The setting at issue is the local error tolerance of an adaptive time integrator. Electronic-structure programs that propagate in time can offer the same setting; the guidance here is derived for the bubble.

## The equation being integrated

Let $R(t)$ be the bubble radius, $V=\dot R$, and $\rho,c,\mu,\sigma$ the liquid's density, sound speed, viscosity and surface tension. The liquid obeys the linear wave equation, so its potential ($u=\phi_r$) is

$$\phi=\frac{f(t-r/c)+g(t+r/c)}{r}.$$

Bernoulli's law is taken at constant density, $\phi_t+u^2/2+(p-p_0)/\rho=0$. This restricts the model to small $V/c$ and to pressures small against $\rho c^2$.

Let $p_L$ be the liquid pressure at the wall and $B=(p_L-p_0)/\rho+V^2/2$. Primes denote derivatives with respect to the argument. At $r=R$, Bernoulli's law and $\phi_r=V$ read

$$f'+g'=-RB,\qquad R^2V=-(f+g)+\frac Rc(g'-f').$$

Eliminating $f'$ from the second gives

$$f+g=-R^2V+\frac{R^2B}{c}+\frac{2Rg'}{c}.$$

Now differentiate along the moving wall, where $\dot f=(1-V/c)f'$ and $\dot g=(1+V/c)g'$. The left side becomes $-(1-V/c)RB+2Vg'/c$. The right side becomes

$$-2RV^2-R^2\dot V+\frac{2RVB+R^2\dot B+2Vg'}{c}+\frac{2R}{c}\Big(1+\frac Vc\Big)g''.$$

The terms $2Vg'/c$ cancel. Division by $R$ leaves

$$R\dot V+2V^2=\Big(1+\frac Vc\Big)\Big(B+\frac{2g''}{c}\Big)+\frac{R\dot B}{c}.$$

Without the bubble the incident wave must be finite at the centre, so $\phi_i=[g(t+r/c)-g(t-r/c)]/r$, which tends to $2g'(t)/c$. Its pressure there is $p_{ac}(t)=-2\rho g''(t)/c$. In the wall equation $g''$ has argument $t+R/c$. Inserting $B$ and $\dot B=\dot p_L/\rho+V\dot V$ gives the Keller–Miksis equation:

$$\Big(1-\frac Vc\Big)R\dot V+\frac32V^2\Big(1-\frac V{3c}\Big)=\Big(1+\frac Vc\Big)\frac{p_L-p_0-p_{ac}(t+R/c)}{\rho}+\frac{R\dot p_L}{\rho c}.$$

The gas is uniform and polytropic, with no vapour and fixed content. Near the wall $u\simeq VR^2/r^2$, so the viscous normal stress is $2\mu u_r=-4\mu V/R$, and the force balance gives

$$p_L=p_g-\frac{2\sigma}R-\frac{4\mu V}R,\quad p_g=p_{g0}\Big(\frac{R_0}R\Big)^{3\kappa},\quad p_{g0}=p_0+\frac{2\sigma}{R_0}.$$

The derivative $\dot p_L$ contains $-4\mu\dot V/R$. Moving that term to the left makes the coefficient of $\dot V$ equal to $(1-V/c)R+4\mu/(\rho c)$, and the equation is then explicit in $\dot V$.

## What the tolerance controls

For $\dot y=F(t,y)$, a Runge–Kutta step of length $h$ computes $K_i=F(t+c_ih,\,y+h\sum_ja_{ij}K_j)$ and $y_{new}=y+h\sum_ib_iK_i$. The Dormand–Prince pair has these rows $a_{ij}$, with $c_i$ their sums:

- row 2: 1/5
- row 3: 3/40, 9/40
- row 4: 44/45, −56/15, 32/9
- row 5: 19372/6561, −25360/2187, 64448/6561, −212/729
- row 6: 9017/3168, −355/33, 46732/5247, 49/176, −5103/18656
- row 7, also $b$: 35/384, 0, 500/1113, 125/192, −2187/6784, 11/84
- second weights $\hat b$: 5179/57600, 0, 7571/16695, 393/640, −92097/339200, 187/2100, 1/40

Their order can be established as follows. Treat time as one more component of $y$, which is allowed because $c_i=\sum_ja_{ij}$. Expand $F$ about the starting point and substitute the expansion into itself. Each term is labelled by a rooted tree $\tau$, whose root carries a derivative of $F$ with one slot per child. In the exact solution a child supplies an integral over the elapsed fraction $\theta$ of the step; in the method it supplies a sum over $a_{ij}$. All other factors agree.

If each child $\tau_k$ with $|\tau_k|$ nodes supplies $\theta^{|\tau_k|}/\gamma(\tau_k)$, their product integrates to $\theta^{|\tau|}/\gamma(\tau)$ with $\gamma(\tau)=|\tau|\prod_k\gamma(\tau_k)$. A single node gives $\theta$, so this holds by induction. Order $p$ therefore follows if, for every tree with at most $p$ nodes,

$$\sum_ib_iw_i(\tau)=\frac1{\gamma(\tau)},\qquad w_i(\tau)=\prod_k\sum_ja_{ij}w_j(\tau_k).$$

A test in exact fractions confirms all 17 conditions through order five for $b$. For $\hat b$ it confirms those through order four and finds a failure at order five.

The difference of the two results estimates the local error and scales as $h^5$. With $S_i$ a fixed scale for component $i$, define

$$e=\max_i\frac{|h\sum_j(b_j-\hat b_j)K_{j,i}|}{\mathrm{tol}\,(S_i+|y_i|)}.$$

The step is accepted if $e\le1$. Since $e\propto h^5$, the next step is $0.9\,h\,e^{-1/5}$, with the factor kept between 0.2 and 5. A step is shortened to land on a requested output time. The scales are $R_0$ for radius, $R_0\times2\times10^7\ \mathrm{s^{-1}}$ for speed and $4\pi R_0^3p_0$ for the energy integrals below.

Holding $e$ near a constant makes $h\propto\mathrm{tol}^{1/5}$. The fifth-order result is the one carried forward. Its local error is $O(h^6)$, and over $T/h$ steps this accumulates to $O(h^5)\propto\mathrm{tol}$, provided the motion is smooth, does not amplify errors strongly, and the steps are short enough for the leading error term to dominate. The measured exponent for the driven bubble is 0.99. It uses the largest radius error at 17 equally spaced times, against an eighth-order solver at relative tolerance $10^{-12}$.

The cost is mild. A hundredfold tighter tolerance should multiply the steps by $100^{1/5}=2.5$. The accepted steps number 290, 683 and 1675, with ratios 2.4 and 2.5; rejected trials come on top.

## An energy law exact for this equation

A residual can diagnose the integrator if it vanishes for the exact solution of the differential equation. An incompressible energy balance would not do, because it omits sound emission.

Subtract the incident wave, which has pressure $p_i$ and velocity $u_i$ at the wall. The rest is an outgoing wave $q(t-r/c)/r$. Let $U=V-u_i$ and $D=B-p_i/\rho$. The wall conditions for this wave are

$$q'=-RD,\qquad q=-R^2\Big(U-\frac Dc\Big).$$

Its acoustic energy outside the bubble is

$$2\pi\rho\int_R^\infty\Big(\frac{q^2}{r^2}+\frac{2qq'}{cr}+\frac{2q'^2}{c^2}\Big)dr=\frac{2\pi\rho q^2}{R}+\frac{4\pi\rho}{c}\int_{-\infty}^{t-R/c}q'^2ds,$$

because the first two terms are $-d(q^2/r)/dr$, and $dr=-c\,ds$ in the third. The last integral is sound already emitted. The other part is the near-field energy $N=2\pi\rho R^3(U-D/c)^2$, which becomes the familiar $2\pi\rho R^3V^2$ for $c\to\infty$ and no incident velocity.

Along the wall $\dot q=-(1-V/c)RD$. Hence

$$\dot N=2\pi\rho\Big(\frac{2q\dot q}R-\frac{q^2V}{R^2}\Big)=2\pi\rho R^2\Big[2D\Big(U-\frac Dc\Big)\Big(1-\frac Vc\Big)-V\Big(U-\frac Dc\Big)^2\Big].$$

On multiplying out, the terms $\mp2DUV/c$ cancel, and $2D^2V/c^2-D^2V/c^2$ leaves one such term:

$$\dot N=4\pi\rho R^2\Big(DU-\frac{VU^2}2\Big)-P_r,\qquad P_r=\frac{4\pi\rho R^2D^2}{c}\Big(1-\frac V{2c}\Big).$$

With $U=V-u_i$ the bracket is

$$DU-\frac{VU^2}2=\frac{V(p_L-p_0-p_i)}\rho+u_i\Big(V^2-D-\frac{Vu_i}2\Big).$$

The power $4\pi R^2Vp_L$ splits into gas work $-\dot E_g$, surface work $-d(4\pi\sigma R^2)/dt$ and viscous loss $-16\pi\mu RV^2$. Therefore

$$\frac d{dt}\Big(N+E_g+4\pi\sigma R^2+\frac{4\pi}3R^3p_0\Big)=P_d-16\pi\mu RV^2-P_r,$$

$$P_d=-4\pi R^2Vp_i+4\pi\rho R^2u_i\Big(V^2-D-\frac{Vu_i}2\Big).$$

Here $E_g=-4\pi R_0^3p_{g0}\ln(R/R_0)$ for $\kappa=1$, and $E_g=p_g(4\pi R^3/3)/(\kappa-1)$ otherwise, up to a constant. For $p_{ac}=-P_a\sin\omega t$ and $k=\omega/c$, the incident wave gives $p_i=-P_a\sin\omega t\,\sin(kR)/(kR)$. Integrating $\rho\,\partial_tu=-\partial_rp$ gives

$$u_i=-\frac{P_a}{\rho\omega}\cos\omega t\;\frac{kR\cos kR-\sin kR}{kR^2}.$$

No power of $V/c$ was dropped. The sound term has one blemish: emitted energy accumulates in proportion to $1-V/c$, whereas $P_r$ has $1-V/2c$. The difference, relative order $V/c$, belongs to the wall sweeping through compressed liquid in this constant-density model.

Drive work, viscous loss and $P_r$ are carried as three extra components of $y$. To first order the imbalance is linear in the errors of all five components, so it follows the tolerance as they do; its measured exponent for the driven bubble is 1.01. It is not an error bound, since errors in different components can cancel. Nor can it judge the physical assumptions. But if it levels off well above round-off as the tolerance shrinks, a coding fault is likely: the coded equation and the coded energy terms may disagree, or the integrator itself may be wrong.

## Weak motion: an independent check

Set $R=R_0(1+x)$ and keep first order. Then $p_L-p_0=-(3\kappa p_{g0}-2\sigma/R_0)x-4\mu\dot x$. With $\omega_k^2=(3\kappa p_{g0}-2\sigma/R_0)/(\rho R_0^2)$, dividing the bubble equation by $R_0^2$ gives

$$m\ddot x+\Big(\frac{4\mu}{\rho R_0^2}+\frac{R_0\omega_k^2}c\Big)\dot x+\omega_k^2x=-\frac{p_{ac}(t+R_0/c)}{\rho R_0^2},\quad m=1+\frac{4\mu}{\rho cR_0}.$$

The extra inertia and the second damping term come from $\dot p_L$. Let $\omega_0^2=\omega_k^2/m$, and let $2\beta$ be the damping coefficient divided by $m$. Inserting $e^{i\omega t}$ gives

$$|x|=\frac{P_a}{\rho R_0^2m\sqrt{(\omega_0^2-\omega^2)^2+4\beta^2\omega^2}}.$$

The radicand is least when $-2(\omega_0^2-\omega^2)+4\beta^2=0$, so the peak lies at $\omega^2=\omega_0^2-2\beta^2$, provided this is positive.

For the 1 µm bubble ($\kappa=1$, $p_{g0}=245.3$ kPa),

$$\omega_k^2=\frac{736.0\times10^3-144.0\times10^3}{998\times10^{-12}}=5.93\times10^{14}\ \mathrm{s^{-2}}.$$

With $m=1.0027$ the undamped frequency is 3.871 MHz. The damping rates are 4.01 µs⁻¹ from viscosity and 0.40 µs⁻¹ from compressibility, so $2\beta=4.40$ µs⁻¹ and the peak moves to 3.839 MHz. A search over simulated responses at 50 Pa, made without the formula, finds 3.839 MHz. At 1, 2.5, 3.8 and 6 MHz the amplitudes agree with the formula within $1.1\times10^{-6}$, relative.

This check needs a tighter tolerance than its modest motion suggests. The peak amplitude is $|x|=4.7\times10^{-4}$, while the error control refers to the whole radius. An error of $10^{-10}R_0$ is thus $2\times10^{-7}$ of the signal. Raising the pressure brings in nonlinearity instead. Second-order motion has frequencies 0 and $2\omega$ and returns to the fundamental at third order, so the relative correction grows as $P_a^2$. At 3.3 MHz it is $-5.0\times10^{-5}$ at 2 kPa and $-2.0\times10^{-4}$ at 4 kPa, a ratio of 3.99.

The energy split hides a subtlety. For weak harmonic motion $i\omega q=-R_0D$, so $i\omega R_0U=D(1+ikR_0)$. With $U\simeq V$, the ratio of radiation to viscous loss is

$$\frac{4\pi\rho R_0^2|D|^2/c}{16\pi\mu R_0|V|^2}=\frac{\rho R_0^3\omega^2}{4\mu c}\,\frac1{1+(kR_0)^2}.$$

The first factor is 0.09810 at the peak. There $kR_0=0.0163$, and the second factor lowers this to the simulated 0.09807.

The damping coefficients have the ratio 0.100, with $\omega_k^2$ in place of $\omega^2$. The advanced drive accounts for this. Its extra force is $-(R_0/c)\dot p_{ac}/(\rho R_0^2)\simeq(R_0/c)(\dddot x+\omega_k^2\dot x)$, plus a damping part proportional to $\ddot x$ that does no mean work. To leading order in $R_0/c$, its mean work is $(R_0/c)(\omega_k^2-\omega^2)\langle\dot x^2\rangle$. Subtracting this from the loss $(R_0/c)\omega_k^2\langle\dot x^2\rangle$ leaves the radiation, proportional to $\omega^2$.

## A collapse: where adaptation pays

Release a bubble with $R_0=10$ µm from rest at 25 µm, undriven, with $\kappa=1.4$. It shrinks to 2.55 µm with a peak Mach number of 0.061. Over 10 µs, at tolerance $10^{-10}$, the solver accepts 687 steps. After the first ten, the freely chosen ones range from 0.28 ns to 95 ns. Equal steps of the smallest size would number about 36,000, or 52 times as many. That overstates the gain: 16,000 equal steps already give a final radius error of $3.4\times10^{-9}R_0$, against $1.5\times10^{-9}R_0$ for the adaptive run, so at equal accuracy the saving is nearer a factor of 25 to 30.

Radiation carries 78% of the loss, and the imbalance is $2.1\times10^{-9}$ of the loss. Here the law is a severe test of the $1/c$ terms: omitting $P_r$ would leave most of the loss unaccounted for.

Small radii also magnify errors. From $p_g\propto R^{-3\kappa}$,

$$\frac{\delta p_g}{p_g}=-3\kappa\frac{R_0}{R}\frac{\delta R}{R_0},$$

and the factor is $4.2\times3.92=16$ at the smallest radius. If peak pressure is wanted, divide the permitted relative pressure error by this factor to get the permitted error in the smallest radius. That minimum must be located between steps, where $V=0$. Read from the accepted steps alone, the peak pressure is off by $2.5\times10^{-3}$ at tolerance $10^{-6}$ and still by $1.9\times10^{-4}$ at $10^{-10}$; with the minimum located, the errors are $2.4\times10^{-5}$ and $1.8\times10^{-9}$. The peak gas pressure is $115.7\ \mathrm{kPa}\times3.92^{4.2}\simeq36$ MPa, or 1.6% of $\rho c^2$, which indicates the size of the neglected density change.

## The megasonic case and the physical error floor

Megasonic wafer rinsing works near 1 MHz with pressure amplitudes of the order of 100 kPa, both rough figures; real baths hold bubbles of many sizes. In the thirteenth cycle of the driven 1 µm bubble with isothermal gas, the radius ranges from 0.65 to 1.52 µm and the wall speed reaches 10.8 m/s. The budget in femtojoules is

$$787.3\ (\text{drive})=707.4\ (\text{viscous})+79.9\ (\text{radiation}),$$

with a stored change of only $2\times10^{-6}$ fJ, which is at the level of the integration error (a tighter run gives under $10^{-8}$ fJ). Periodic motion requires a vanishing change, though this alone does not prove periodicity. The drive thus supplies 787 nW on average: 707 nW is absorbed by viscosity and 80 nW leaves again as sound. Heat loss from the gas is not included.

The gas law matters far more than the solver. With $\kappa=1.4$ and all else fixed, the largest radius is 1.30 µm and the drive work 150 fJ, lower by a factor of 5.2. The two runs are limiting gas laws, not bounds on the real bubble: a heat-conducting gas can fall outside them, as the figures below show.

For weak motion, linear heat flow shows which limit is closer. For gas temperature $T'$ vanishing at the wall, $\rho_gc_p\dot T'=\dot p'+k_g\nabla^2T'$ has the solution

$$T'=\frac{p'}{\rho_gc_p}\Big[1-\frac{R_0\sinh(zr/R_0)}{r\sinh z}\Big],\qquad z^2=\frac{i\omega R_0^2}{\chi},$$

with $\chi=k_g/(\rho_gc_p)$. The volume average of the second term is $G=3(z\coth z-1)/z^2$. Fixed gas mass requires $p'/p_{g0}-\langle T'\rangle/T_0+3x=0$, and an ideal gas has $p_{g0}/(\rho_gc_pT_0)=(\gamma-1)/\gamma$. Hence $p'=-3\tilde\kappa p_{g0}x$ with

$$\tilde\kappa=\Big[1-\frac{\gamma-1}\gamma(1-G)\Big]^{-1}.$$

Slow motion has $G\to1$ and $\tilde\kappa\to1$; fast motion has $G\to0$ and $\tilde\kappa\to\gamma$. Taking $\chi$ roughly as $2\times10^{-5}$ m²/s at one atmosphere, scaled inversely with pressure, gives $\tilde\kappa=1.001+0.014i$ at 1 MHz. The stiffness in weak motion is thus nearly isothermal, but the motion is not free of thermal loss. The imaginary part adds the damping rate $3p_{g0}\,\mathrm{Im}\,\tilde\kappa/(\rho R_0^2\omega)=1.7$ µs⁻¹, about 0.42 of the viscous rate, and the budget above omits it. The strong motion contains faster parts that this estimate does not cover. Solving the nonlinear heat equation for the 120 kPa drive (uniform gas pressure, constant conductivity from the same $\chi$, wall at the liquid temperature) gives radii from 0.68 to 1.54 µm and a loss of 886 fJ per cycle: 565 viscous, 61 sound and 260 heat. The radii stay near the isothermal ones, but the largest radius and the drive work exceed those of both polytropic runs.

At the resonance peak $\tilde\kappa=1.012+0.053i$. The thermal damping rate is then 1.6 µs⁻¹, to be added to the model's 4.4 µs⁻¹. With this heat loss the peak amplitude would be about $4.4/6.0=0.73$ of the model's; a $\chi$ larger by 10% gives 0.75.

A rigid wafer matters too. With the bubble centre at distance $d$, an image source adds the pressure $\rho R_0^3\ddot x/(2d)$ and so multiplies the inertia by $1+R_0/(2d)$. At $d=2R_0$ the resonance falls by the factor $1/\sqrt{1.25}=0.894$, to leading order. Vapour, roughly 2.3 kPa, is 1% of the rest gas pressure and 3% at the largest isothermal radius. Shape instability is left out; if the bubble loses its spherical form, none of these budgets applies.

## Setting the tolerance

- For radii in driven motion like the 1 MHz example, $10^{-6}$ suffices over four cycles: its sampled error of $5\times10^{-6}R_0$ is far below the thermal uncertainty. Longer runs need their own comparison.
- For weak-signal work, take the tolerance well below the wanted relative accuracy times $|x|$, and confirm the $P_a^2$ scaling.
- For collapse pressures, allow for the factor $3\kappa R_0/R_{min}$ between radius error and pressure error, and locate the smallest radius between steps. At fixed times the radius error can lie far above the tolerance: over the 10 µs collapse run it reached, in units of $R_0$, about 100 times the tolerance at $10^{-6}$ and about 15 times at $10^{-8}$ and $10^{-10}$.
- In each case repeat the run with a hundredfold smaller tolerance. For the driven 1 MHz bubble the imbalance then falls about a hundredfold for about 2.5 times the steps. Other motions need not follow these figures, so also compare the quantity you want between the two runs.

The numerical output below gives the inputs and remaining digits.

## Values computed for the example and the checks

```
water: rho 998.0 kg/m3, c 1480.0 m/s, mu 0.001 Pa s, sigma 0.072 N/m
ambient pressure 101.325 kPa, rest radius 1.0 um
gas pressure at rest 245.32 kPa
order conditions checked up to order 5: 17
undamped resonance f0 3.8710 MHz, inertia factor m 1.00271
viscous damping rate 4.0080 1/us
radiation damping rate 0.4008 1/us
total damping rate 2b 4.3969 1/us
peak frequency: formula 3.8392 MHz, simulated 3.8392 MHz
peak relative amplitude at 50 Pa: formula 4.691387e-04, simulated 4.691384e-04
worst relative misfit of response at 1, 2.5, 3.8, 6 MHz 1.1e-06
radiation/viscous loss at peak: formula 0.09810, simulated 0.09807
excess over linear response at 3.3 MHz: 2 kPa -5.036e-05, 4 kPa -2.011e-04, ratio 3.993
drive 1.0 MHz, amplitude 120 kPa, 4 cycles:
 tol 1e-06: radius error/R0 4.94e-06, energy imbalance/loss 1.44e-05, steps 290, rejected 72
 tol 1e-08: radius error/R0 7.25e-08, energy imbalance/loss 1.80e-07, steps 683, rejected 65
 tol 1e-10: radius error/R0 5.31e-10, energy imbalance/loss 1.36e-09, steps 1675, rejected 10
exponent of tolerance: radius error 0.99, imbalance 1.01
driven cycle number 13, isothermal gas:
 largest radius 1.5174 um, smallest 0.6468 um
 largest wall speed 10.808 m/s, Mach number 0.00730
 peak gas pressure 906.6 kPa, over rho c^2 4.15e-04
 drive work 787.3107 fJ, viscous loss 707.4155 fJ
 radiation loss 79.8952 fJ, stored change 2.08e-06 fJ
 mean absorbed power 787.3107 nW
same cycle, adiabatic gas (exponent 1.4):
 largest radius 1.2968 um, smallest 0.8459 um, drive work 150.1080 fJ
free collapse: rest radius 10 um, released at 25 um, exponent 1.4, 10 us, tol 1e-10
 smallest radius 2.552 um, peak Mach number 0.0614
 radiation share of loss 0.7777, imbalance/loss 2.1e-09
 steps 687, rejected 11, smallest 0.2775 ns, largest 95.37 ns
 equal steps of the smallest size would number 36034
left out of the model:
 gas exponent at peak 1.0117 + 0.0528 i, at 1 MHz 1.0008 + 0.0144 i
 thermal damping rate at peak 1.6148 1/us, frequency factor 1.0072
 wafer at 2 R0: frequency factor, estimate 0.8944, image series 0.8959
 vapour pressure over gas pressure at rest 0.0094
 dissolution time 14.2 ms, in drive periods 14197
```
